# Why Covalent Bonds Can Make Born Charges Anomalously Large: a program that tests the result

```python
"""Born charges from bond-length-dependent hopping.

Result under test, for one bond with two electrons:
    Z* - Z0 = -(1-c) + beta*c*(1-c^2),   c = D/sqrt(D^2+4t^2)
and for a row of alternating anions and cations:
    Z* - Z0 = -<1-D/E> + 16*beta*D*t^2*<sin(x)^2/E^3>,
    E = sqrt(D^2+16 t^2 cos(x)^2), averaged over 0 < x < pi.
D: cation level minus anion level (eV); t: hopping (eV) at bond length A (nm);
beta: t varies as R^(-beta); Z0: nominal cation charge (units of e).
'Excess' means Z* - Z0. Lengths are in nm, energies in eV, charges in e.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

A, D, T, BETA, Z0 = 0.20, 4.0, 1.0, 3.5, 4.0
CHANNELS = 2
SHIFT = 0.01
STEP = 2e-5


def slope(f, x, h=STEP):
    return (f(x + h) - f(x - h)) / (2 * h)


# ---------- one bond ----------
def bond_state(R, t=T, beta=BETA, gamma=0.0, field=0.0):
    """Lowest level and its vector; a field (V/nm) tilts the site energies."""
    hop = t * (A / R) ** beta
    gap = D * (R / A) ** gamma
    h = np.array([[-gap / 2, -hop], [-hop, gap / 2 + field * R]])
    energy, vec = np.linalg.eigh(h)
    return energy[0], vec[:, 0]


def bond_excess_numeric(t=T, beta=BETA, gamma=0.0):
    return slope(lambda R: -2 * bond_state(R, t, beta, gamma)[1][1] ** 2 * R, A)


def bond_terms(t=T, beta=BETA):
    c = D / np.sqrt(D**2 + 4 * t**2)
    return 1 - c, beta * c * (1 - c**2)


for t_try in (0.3, 1.0, 3.0):
    for b_try in (0.0, 2.0, 3.5):
        n, flow = bond_terms(t_try, b_try)
        assert abs(bond_excess_numeric(t_try, b_try) - (flow - n)) < 1e-5
# a level separation that varies as R^gamma shifts beta to beta+gamma
n_shift, flow_shift = bond_terms(T, BETA - 1.0)
excess_gamma = bond_excess_numeric(gamma=-1.0)
assert abs(excess_gamma - (flow_shift - n_shift)) < 1e-5


def energy_in_field(R, field):
    return 2 * bond_state(R, field=field)[0] - Z0 * field * R


hf = 0.01
force_charge = -slope(lambda R: (energy_in_field(R, hf)
                                 - energy_in_field(R, -hf)) / (2 * hf), A, 1e-4)
n_bond, flow_bond = bond_terms()
excess_bond = flow_bond - n_bond
assert abs(force_charge - (Z0 + excess_bond)) < 1e-4

# weak hopping, position of the maximum, and loss of the excess
t_weak = 0.02 * D
weak_ratio = bond_excess_numeric(t_weak) / (2 * (2 * BETA - 1) * (t_weak / D) ** 2)
assert abs(weak_ratio - 1) < 0.01
best = minimize_scalar(lambda t: -bond_excess_numeric(t), bounds=(0.5, 6),
                       method="bounded")
c_best = D / np.sqrt(D**2 + 4 * best.x**2)
assert abs(c_best**2 - (1 + BETA) / (3 * BETA)) < 1e-3
t_zero = brentq(bond_excess_numeric, 4.0, 20.0)
c_zero = D / np.sqrt(D**2 + 4 * t_zero**2)
assert abs(c_zero - (-1 + np.sqrt(1 + 4 / BETA)) / 2) < 1e-4
assert bond_excess_numeric(0.2, 0.4) < 0 < bond_excess_numeric(0.2, 0.6)


# ---------- row of alternating anions and cations ----------
def row_terms(t=T, beta=BETA, gap=D, points=4000):
    x = (np.arange(points) + 0.5) * np.pi / points
    e = np.sqrt(gap**2 + 16 * t**2 * np.cos(x) ** 2)
    carried = np.mean(1 - gap / e)
    flow = 16 * beta * gap * t**2 * np.mean(np.sin(x) ** 2 / e**3)
    return carried, flow


def row_excess(t=T, beta=BETA, gap=D):
    carried, flow = row_terms(t, beta, gap)
    return flow - carried


def open_chain(cells, u, t=T, beta=BETA):
    """Net site charges and positions; all cations are shifted by u."""
    size = 2 * cells
    pos = A * np.arange(size, dtype=float)
    pos[1::2] += u
    hop = -t * (A / np.diff(pos)) ** beta
    h = np.diag(hop, 1) + np.diag(hop, -1)
    h += np.diag(np.where(np.arange(size) % 2 == 0, -D / 2, D / 2))
    vec = np.linalg.eigh(h)[1][:, :cells]
    core = np.where(np.arange(size) % 2 == 0, 2 - Z0, Z0)
    return core - 2 * np.sum(vec**2, axis=1), pos


def cell_dipole(u, t=T, beta=BETA):
    """Difference of two chain lengths removes the contribution of the ends."""
    total = []
    for cells in (40, 25):
        charge, pos = open_chain(cells, u, t, beta)
        total.append(charge @ pos)
    return (total[0] - total[1]) / 15


for t_try, b_try in ((1.0, 3.5), (0.4, 2.0), (1.6, 3.5), (1.0, 0.0)):
    direct = slope(lambda u: cell_dipole(u, t_try, b_try), 0.0) - Z0
    assert abs(direct - row_excess(t_try, b_try)) < 1e-5
excess_direct = slope(cell_dipole, 0.0) - Z0

# site charges stay fixed to first order while charge crosses both bonds
n_row, flow_row = row_terms()
excess_row = flow_row - n_row
mid = 40
site_rate = slope(lambda u: open_chain(40, u)[0][mid + 1], 0.0)
cut_1 = slope(lambda u: open_chain(40, u)[0][mid:].sum(), 0.0)
cut_2 = slope(lambda u: open_chain(40, u)[0][mid + 1:].sum(), 0.0)
assert abs(site_rate * A) < 1e-6
assert abs(cut_1 * 2 * A - flow_row) < 1e-5
assert abs(cut_2 * 2 * A - flow_row) < 1e-5
assert cut_1 > 0
assert abs(row_excess(t_weak) / (2 * bond_excess_numeric(t_weak)) - 1) < 0.01
t_big = 20 * D
assert abs(row_terms(t_big)[1] / (8 * BETA * t_big / (np.pi * D)) - 1) < 0.01


# ---------- sizes of neglected effects ----------
def transverse_excess(scale, points=80):
    """Cation d orbital coupled to anion p orbitals along and across the row."""
    x = (np.arange(points) + 0.5) * np.pi / points
    along, across = np.meshgrid(x, x, indexing="ij")
    h = np.zeros((points, points, 3, 3), complex)
    dk, du = np.zeros_like(h), np.zeros_like(h)
    h[..., 1, 1] = D
    h[..., 0, 1] = h[..., 1, 0] = 2 * T * np.cos(along)
    h[..., 1, 2] = h[..., 2, 1] = scale * 2 * T * np.cos(across)
    dk[..., 0, 1] = dk[..., 1, 0] = -2 * T * A * np.sin(along)
    du[..., 0, 1] = -2j * BETA * T / A * np.sin(along)
    du[..., 1, 0] = np.conj(du[..., 0, 1])
    e, v = np.linalg.eigh(h)
    vh = np.conj(np.swapaxes(v, -1, -2))
    dk, du = vh @ dk @ v, vh @ du @ v
    flow = sum(4 * np.mean(np.imag(du[..., m, 2] * dk[..., 2, m])
                           / (e[..., m] - e[..., 2]) ** 2) for m in (0, 1))
    carried = 2 * np.mean(np.sum(np.abs(v[..., 1, :2]) ** 2, axis=-1))
    return flow - carried


assert abs(transverse_excess(0.0) - excess_row) < 1e-5
excess_transverse = transverse_excess(1.0)


def two_electron_excess(repulsion):
    """Exact singlet of one bond; D is the cost of the first transfer."""
    def dipole(R):
        k = -np.sqrt(2) * T * (A / R) ** BETA
        h = np.array([[0, k, 0], [k, D, k], [0, k, 2 * D + repulsion]])
        w = np.linalg.eigh(h)[1][:, 0] ** 2
        return -(w[1] + 2 * w[2]) * R
    return slope(dipole, A)


assert abs(two_electron_excess(0.0) - excess_bond) < 1e-5
REPULSION = 4.0
excess_repulsion = two_electron_excess(REPULSION)

X_AB = 0.005


def intersite_dipole(R):
    v = bond_state(R)[1]
    return 4 * v[0] * v[1] * X_AB * (A / R) ** BETA


intersite = 2 * CHANNELS * abs(slope(intersite_dipole, A))
T_SIGMA, D_SIGMA = 2.0, 6.0
excess_sigma = row_excess(T_SIGMA, BETA, D_SIGMA)

z_star = Z0 + CHANNELS * excess_row
z_transverse = Z0 + CHANNELS * excess_transverse
excess_finite = (cell_dipole(SHIFT) - cell_dipole(0.0)) / SHIFT - Z0
z_finite = Z0 + CHANNELS * excess_finite
volume = (2 * A) ** 3
to_uc = const.e * 1e20
kT = const.k * 300 / const.e
FIELD = 0.1


def show(label, value, unit="e", form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


print("INPUTS (rough, titanate regime)")
show("bond length", A, "nm", ".2f")
show("level separation D", D, "eV", ".1f")
show("hopping t", T, "eV", ".1f")
show("hopping exponent beta", BETA, "", ".1f")
show("nominal cation charge", Z0, "e", ".1f")
show("equal pi channels", CHANNELS, "", "d")
print("ONE BOND, ONE CHANNEL")
show("c", 1 - n_bond, "")
show("electrons on cation orbital", n_bond, "")
show("transfer term", flow_bond)
show("excess Z*-Z0", excess_bond)
show("Z* from force in a field", force_charge)
show("largest excess at any t", -best.fun)
show("hopping at largest excess", best.x, "eV", ".3f")
show("hopping where excess vanishes", t_zero, "eV", ".3f")
show("excess if D varies as 1/R", excess_gamma)
print("ROW, ONE CHANNEL")
show("electrons on cation orbital", n_row, "")
show("transfer term", flow_row)
show("excess, band formula", excess_row)
show("excess, open-chain dipole", excess_direct)
show("twice the one-bond excess", 2 * excess_bond)
show("charge crossing a bond per nm of shift", cut_1, "e/nm")
show("cation charge change per nm of shift", abs(site_rate), "e/nm", ".1e")
show("excess for constant hopping, beta=0", row_excess(T, 0.0))
show("excess for beta=2", row_excess(T, 2.0))
print("ROW, BOTH CHANNELS")
show("static cation charge", Z0 - CHANNELS * n_row, "e", ".3f")
show("Born charge Z*", z_star, "e", ".3f")
show("cation shift", SHIFT, "nm", ".2f")
show("cell volume", volume, "nm^3", ".3f")
show("polarization with Z0", Z0 * SHIFT / volume * to_uc, "uC/cm2", ".2f")
show("polarization with Z*", z_star * SHIFT / volume * to_uc, "uC/cm2", ".2f")
print("NEGLECTED EFFECTS")
show("Z* with transverse pi bonds", z_transverse, "e", ".3f")
show("sigma hopping (rough)", T_SIGMA, "eV", ".1f")
show("sigma level separation (rough)", D_SIGMA, "eV", ".1f")
show("extra Z* from a sigma row", excess_sigma, "e", ".3f")
show("cation repulsion (rough)", REPULSION, "eV", ".1f")
show("one-bond excess with repulsion", excess_repulsion)
show("assumed intersite dipole length", X_AB, "nm", ".3f")
show("its effect on Z*, either sign", intersite, "e", ".3f")
show("mean Z* over the full shift", z_finite, "e", ".3f")
show("Z* if D = 3 eV", Z0 + CHANNELS * row_excess(gap=3.0), "e", ".3f")
show("Z* if D = 5 eV", Z0 + CHANNELS * row_excess(gap=5.0), "e", ".3f")
show("thermal factor exp(-D/2kT) at 300 K", np.exp(-D / (2 * kT)), "", ".1e")
show("length over which 1 MV/cm supplies D", D / FIELD, "nm", ".0f")
print("finished without a failed check")
```

Running it gives:

```
INPUTS (rough, titanate regime)
bond length: 0.20 nm
level separation D: 4.0 eV
hopping t: 1.0 eV
hopping exponent beta: 3.5
nominal cation charge: 4.0 e
equal pi channels: 2
ONE BOND, ONE CHANNEL
c: 0.8944
electrons on cation orbital: 0.1056
transfer term: 0.6261 e
excess Z*-Z0: 0.5205 e
Z* from force in a field: 4.5205 e
largest excess at any t: 0.9640 e
hopping at largest excess: 2.309 eV
hopping where excess vanishes: 8.388 eV
excess if D varies as 1/R: 0.3416 e
ROW, ONE CHANNEL
electrons on cation orbital: 0.1654
transfer term: 1.3348 e
excess, band formula: 1.1695 e
excess, open-chain dipole: 1.1695 e
twice the one-bond excess: 1.0411 e
charge crossing a bond per nm of shift: 3.3371 e/nm
cation charge change per nm of shift: 2.2e-11 e/nm
excess for constant hopping, beta=0: -0.1654 e
excess for beta=2: 0.5974 e
ROW, BOTH CHANNELS
static cation charge: 3.669 e
Born charge Z*: 6.339 e
cation shift: 0.01 nm
cell volume: 0.064 nm^3
polarization with Z0: 10.01 uC/cm2
polarization with Z*: 15.87 uC/cm2
NEGLECTED EFFECTS
Z* with transverse pi bonds: 5.601 e
sigma hopping (rough): 2.0 eV
sigma level separation (rough): 6.0 eV
extra Z* from a sigma row: 1.834 e
cation repulsion (rough): 4.0 eV
one-bond excess with repulsion: 0.4637 e
assumed intersite dipole length: 0.005 nm
its effect on Z*, either sign: 0.563 e
mean Z* over the full shift: 6.347 e
Z* if D = 3 eV: 7.669 e
Z* if D = 5 eV: 5.611 e
thermal factor exp(-D/2kT) at 300 K: 2.5e-34
length over which 1 MV/cm supplies D: 40 nm
finished without a failed check
```
